# Second-order induction and dispersion energies of two molecules without exchange: test program

```python
# Result under test (Hartree atomic units, no exchange between molecules):
#   E2 = E_ind(A) + E_ind(B) + E_disp
#   E_ind(A) = -sum_a |<a0|V|00>|^2 / w_a          (only A excited)
#   E_disp   = -sum_ab |<ab|V|00>|^2 / (w_a + w_b) (both excited)
# V: all Coulomb terms between A and B; w_a, w_b: excitation energies.
# A and B are neutral two-electron model molecules with two nuclei each.
# A singlet state is a symmetric matrix C[p,q] over orthonormal orbitals.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, fci

BOND = 1.4
CHARGES_A = (1.3, 0.7)
CHARGES_B = (1.2, 0.8)
TILT_DEG = 60.0
S_EXPONENTS = (4.5, 0.7, 0.15)
P_EXPONENT = 0.3
R_MAIN = 10.0
HARTREE_MEV = 1e3 * physical_constants["Hartree energy in eV"][0]


def inverse_root(overlap):
    w, u = np.linalg.eigh(overlap)
    return (u / np.sqrt(w)) @ u.T


def integrals(distance):
    """Integrals over the joint basis; functions of A come first."""
    tilt = np.radians(TILT_DEG)
    axis_a = np.array([0.0, 0.0, 1.0])
    axis_b = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    mid_b = np.array([0.0, 0.0, distance])
    nuc_a = [-0.5 * BOND * axis_a, 0.5 * BOND * axis_a]
    nuc_b = [mid_b - 0.5 * BOND * axis_b, mid_b + 0.5 * BOND * axis_b]
    # H1 and H2 only label basis centres; nuclear charges are set below.
    atoms = [("H1", nuc_a[0]), ("H1", nuc_a[1]), ("H2", np.zeros(3)),
             ("H1", nuc_b[0]), ("H1", nuc_b[1]), ("H2", mid_b)]
    basis = {"H1": [[0, [x, 1.0]] for x in S_EXPONENTS],
             "H2": [[1, [P_EXPONENT, 1.0]]]}
    mol = gto.M(atom=[(s, tuple(map(float, x))) for s, x in atoms],
                basis=basis, unit="Bohr", spin=0, verbose=0)

    def attraction(nuclei, charges):
        total = 0.0
        for position, charge in zip(nuclei, charges):
            with mol.with_rinv_origin(position):
                total = total - charge * mol.intor("int1e_rinv")
        return total

    def repulsion(n1, z1, n2, z2):
        return sum(q * p / np.linalg.norm(x - y)
                   for x, q in zip(n1, z1) for y, p in zip(n2, z2))

    return dict(
        S=mol.intor("int1e_ovlp"), T=mol.intor("int1e_kin"),
        r=mol.intor("int1e_r"), eri=mol.intor("int2e"),
        uA=attraction(nuc_a, CHARGES_A), uB=attraction(nuc_b, CHARGES_B),
        nn=repulsion(nuc_a, CHARGES_A, nuc_b, CHARGES_B),
        nucdipA=sum(z * x for z, x in zip(CHARGES_A, nuc_a)),
        nucdipB=sum(z * x for z, x in zip(CHARGES_B, nuc_b)))


def transform_eri(eri, left, right):
    return np.einsum("ijkl,ip,jq,kr,ls->pqrs", eri, left, left,
                     right, right, optimize=True)


def pair_hamiltonian(h, eri):
    n = len(h)
    one = np.eye(n)
    return (np.kron(h, one) + np.kron(one, h)
            + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def singlets(h, eri):
    """All singlet energies and states of two electrons."""
    n = len(h)
    columns = []
    for p in range(n):
        for q in range(p + 1):
            c = np.zeros((n, n))
            c[p, q] = c[q, p] = 1.0
            columns.append((c / np.linalg.norm(c)).ravel())
    proj = np.array(columns).T
    energy, vec = np.linalg.eigh(proj.T @ pair_hamiltonian(h, eri) @ proj)
    return energy, (proj @ vec).T.reshape(-1, n, n)


def perturbation(ints, XA, XB):
    """First- and second-order energies by explicit sums over states."""
    d = dict(hA=XA.T @ (ints["T"] + ints["uA"]) @ XA,
             hB=XB.T @ (ints["T"] + ints["uB"]) @ XB,
             gA=transform_eri(ints["eri"], XA, XA),
             gB=transform_eri(ints["eri"], XB, XB),
             W=transform_eri(ints["eri"], XA, XB),
             nucB_on_A=XA.T @ ints["uB"] @ XA,
             nucA_on_B=XB.T @ ints["uA"] @ XB)
    d["EA"], d["CA"] = singlets(d["hA"], d["gA"])
    d["EB"], d["CB"] = singlets(d["hB"], d["gB"])
    tA = 2 * np.einsum("pr,aqr->apq", d["CA"][0], d["CA"])
    tB = 2 * np.einsum("pr,aqr->apq", d["CB"][0], d["CB"])
    d["fieldB"] = d["nucB_on_A"] + np.einsum("pqrs,rs->pq", d["W"], tB[0])
    d["fieldA"] = d["nucA_on_B"] + np.einsum("pqrs,pq->rs", d["W"], tA[0])
    wA, wB = d["EA"][1:] - d["EA"][0], d["EB"][1:] - d["EB"][0]
    d["E1"] = (np.sum(tA[0] * d["fieldB"])
               + np.sum(tB[0] * d["nucA_on_B"]) + ints["nn"])
    vA = np.einsum("apq,pq->a", tA[1:], d["fieldB"])
    vB = np.einsum("apq,pq->a", tB[1:], d["fieldA"])
    vAB = np.einsum("apq,pqrs,brs->ab", tA[1:], d["W"], tB[1:],
                    optimize=True)
    d["indA"], d["indB"] = -np.sum(vA**2 / wA), -np.sum(vB**2 / wB)
    d["disp"] = -np.sum(vAB**2 / (wA[:, None] + wB[None, :]))
    d["E2"] = d["indA"] + d["indB"] + d["disp"]
    d.update(tA=tA, tB=tB, wA=wA, wB=wB)
    return d


def monomer_frames(S):
    n = len(S) // 2
    XA, XB = np.zeros((2 * n, n)), np.zeros((2 * n, n))
    XA[:n] = inverse_root(S[:n, :n])
    XB[n:] = inverse_root(S[n:, n:])
    return XA, XB


ints = integrals(R_MAIN)
XA, XB = monomer_frames(ints["S"])
m = perturbation(ints, XA, XB)

# Test: curvature of the ground energy in the complete product space.
nA, nB, norb = len(m["EA"]), len(m["EB"]), len(m["hA"])
fullA = 2 * np.einsum("apr,bqr->abpq", m["CA"], m["CA"], optimize=True)
fullB = 2 * np.einsum("apr,bqr->abpq", m["CB"], m["CB"], optimize=True)
V = (fullA.reshape(nA * nA, -1) @ m["W"].reshape(norb**2, norb**2)
     @ fullB.reshape(nB * nB, -1).T)
V = V.reshape(nA, nA, nB, nB).transpose(0, 2, 1, 3).reshape(nA * nB, -1)
V = V + np.kron(np.einsum("abpq,pq->ab", fullA, m["nucB_on_A"]), np.eye(nB))
V = V + np.kron(np.eye(nA), np.einsum("abpq,pq->ab", fullB, m["nucA_on_B"]))
V = V + ints["nn"] * np.eye(nA * nB)
V = 0.5 * (V + V.T)
H0 = np.diag((m["EA"][:, None] + m["EB"][None, :]).ravel())


def product_ground(strength):
    return eigh(H0 + strength * V, eigvals_only=True,
                subset_by_index=[0, 0])[0]


E00 = m["EA"][0] + m["EB"][0]
step = 0.2
E2_curvature = (product_ground(step) + product_ground(-step)
                - 2 * E00) / (2 * step**2)
higher_orders = product_ground(1.0) - E00 - m["E1"] - m["E2"]
# The tolerance covers the fourth-order error of the finite difference.
assert abs(E2_curvature / m["E2"] - 1) < 2e-3


# Test: induction is one molecule's response to the other's static field.
def static_response(h, eri, field, ground, s=0.5):
    plus = singlets(h + s * field, eri)[0][0]
    minus = singlets(h - s * field, eri)[0][0]
    return (plus + minus - 2 * ground) / (2 * s**2)


indA_field = static_response(m["hA"], m["gA"], m["fieldB"], m["EA"][0])
indB_field = static_response(m["hB"], m["gB"], m["fieldA"], m["EB"][0])
assert abs(indA_field / m["indA"] - 1) < 2e-3
assert abs(indB_field / m["indB"] - 1) < 2e-3

# Test: dispersion from response matrices at imaginary frequency.
x, weight = np.polynomial.legendre.leggauss(60)
freq = 0.5 * (1 + x) / (1 - x)
weight = weight / (1 - x)**2


def response_maker(h, eri, ground, C0):
    n = len(h)
    K = pair_hamiltonian(h, eri) - ground * np.eye(n * n)
    one = np.eye(n)
    M = (np.einsum("ip,qj->ijpq", one, C0)
         + np.einsum("iq,jp->ijpq", C0, one)).reshape(n * n, n * n)
    c = C0.ravel()
    M = M - np.outer(c, c @ M)
    KM, K2 = K @ M, K @ K
    return lambda u: 2 * M.T @ np.linalg.solve(K2 + u * u * np.eye(n * n), KM)


respA = response_maker(m["hA"], m["gA"], m["EA"][0], m["CA"][0])
respB = response_maker(m["hB"], m["gB"], m["EB"][0], m["CB"][0])
Wmat = m["W"].reshape(norb**2, norb**2)
disp_quadrature = -sum(
    w * np.trace(respA(u) @ Wmat @ respB(u) @ Wmat.T)
    for u, w in zip(freq, weight)) / (2 * np.pi)
assert abs(disp_quadrature / m["disp"] - 1) < 1e-5

# Dipole moments, polarizabilities and the dipole limits.
rA = np.array([XA.T @ r @ XA for r in ints["r"]])
rB = np.array([XB.T @ r @ XB for r in ints["r"]])
muA = ints["nucdipA"] - np.einsum("xpq,pq->x", rA, m["tA"][0])
muB = ints["nucdipB"] - np.einsum("xpq,pq->x", rB, m["tB"][0])
dA = np.einsum("xpq,apq->ax", rA, m["tA"][1:])
dB = np.einsum("xpq,apq->ax", rB, m["tB"][1:])


def alpha(d, w, u):
    return np.einsum("a,ax,ay->xy", 2 * w / (w**2 + u**2), d, d)


alphaA, alphaB = alpha(dA, m["wA"], 0.0), alpha(dB, m["wB"], 0.0)


def dipole_limits(distance):
    T = np.diag([-1.0, -1.0, 2.0]) / distance**3
    fA, fB = T @ muB, T @ muA
    disp = -sum(w * np.trace(alpha(dA, m["wA"], u) @ T
                             @ alpha(dB, m["wB"], u) @ T)
                for u, w in zip(freq, weight)) / (2 * np.pi)
    return -0.5 * fA @ alphaA @ fA, -0.5 * fB @ alphaB @ fB, disp


R_FAR = 1000.0
far_ints = integrals(R_FAR)
far = perturbation(far_ints, *monomer_frames(far_ints["S"]))
far_ratios = [far[k] / v for k, v in
              zip(("indA", "indB", "disp"), dipole_limits(R_FAR))]
# Next multipoles enter with relative size of a few bohr over R_FAR.
assert max(abs(q - 1) for q in far_ratios) < 0.02


# Test: antisymmetric four-electron interaction energy, joint basis for all.
def supermolecule(distance):
    it = integrals(distance)
    fa, fb = monomer_frames(it["S"])
    mono = perturbation(it, fa, fb)
    orb = np.hstack([fa @ np.linalg.eigh(mono["CA"][0])[1],
                     fb @ np.linalg.eigh(mono["CB"][0])[1]])
    orb = orb @ inverse_root(orb.T @ it["S"] @ orb)
    joint = perturbation(it, orb, orb)
    h = orb.T @ (it["T"] + it["uA"] + it["uB"]) @ orb
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    energy = solver.kernel(h, joint["gA"], len(h), (2, 2))[0]
    e_int = energy + it["nn"] - joint["EA"][0] - joint["EB"][0]
    return e_int, joint["E1"], joint["E2"]


table = {R: supermolecule(R) for R in (12.0, 10.0, 6.0)}
gap = {R: t[0] - t[1] - t[2] for R, t in table.items()}
# At 12 bohr only small exchange and higher-order terms may remain.
assert abs(gap[12.0]) < 0.05 * abs(table[12.0][2])
assert gap[6.0] > abs(gap[12.0])


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def micro(label, value):
    show(label, 1e6 * value, "microhartree")


show("Bond length", BOND, "bohr", ".1f")
print("Nuclear charges A, B:", CHARGES_A, CHARGES_B, "e")
show("Tilt of B", TILT_DEG, "degrees", ".0f")
print("s exponents:", S_EXPONENTS, "bohr^-2")
show("p exponent at midpoint", P_EXPONENT, "bohr^-2", ".1f")
show("Distance", R_MAIN, "bohr", ".1f")
show("Orbitals per molecule", norb, "", "d")
show("Singlet states per molecule", nA, "", "d")
for name, mu, al, w in (("A", muA, alphaA, m["wA"]),
                        ("B", muB, alphaB, m["wB"])):
    show(f"Dipole {name}", np.linalg.norm(mu), "e bohr")
    show(f"Mean polarizability {name}", np.trace(al) / 3, "bohr^3")
    show(f"Lowest singlet excitation {name}", w[0], "hartree")
micro("First-order energy", m["E1"])
micro("Induction, A excited", m["indA"])
micro("same from static field", indA_field)
micro("Induction, B excited", m["indB"])
micro("same from static field", indB_field)
micro("Dispersion, both excited", m["disp"])
micro("same from frequency integral", disp_quadrature)
micro("Total second order", m["E2"])
micro("same from curvature", E2_curvature)
micro("Third and higher orders, no exchange", higher_orders)
show("Induction total", (m["indA"] + m["indB"]) * HARTREE_MEV, "meV")
show("Dispersion", m["disp"] * HARTREE_MEV, "meV")
show("Second order", m["E2"] * HARTREE_MEV, "meV")
show("Dispersion share", 100 * m["disp"] / m["E2"], "percent", ".1f")
for name, value in zip(("induction A", "induction B", "dispersion"),
                       dipole_limits(R_MAIN)):
    micro(f"Dipole formula, {name}", value)
for name, value in zip(("induction A", "induction B", "dispersion"),
                       far_ratios):
    show(f"Full/dipole at {R_FAR:.0f} bohr, {name}", value, "", ".5f")
for R, (e_int, first, second) in table.items():
    micro(f"Joint basis, R={R:.0f} bohr, full CI interaction", e_int)
    micro("  first order", first)
    micro("  second order", second)
    micro("  remainder (exchange, higher orders)", gap[R])
print("success")
```

Output:

```
Bond length: 1.4 bohr
Nuclear charges A, B: (1.3, 0.7) (1.2, 0.8) e
Tilt of B: 60 degrees
s exponents: (4.5, 0.7, 0.15) bohr^-2
p exponent at midpoint: 0.3 bohr^-2
Distance: 10.0 bohr
Orbitals per molecule: 9
Singlet states per molecule: 45
Dipole A: 0.1878 e bohr
Mean polarizability A: 3.8091 bohr^3
Lowest singlet excitation A: 0.5397 hartree
Dipole B: 0.1296 e bohr
Mean polarizability B: 3.9858 bohr^3
Lowest singlet excitation B: 0.5375 hartree
First-order energy: -31.9600 microhartree
Induction, A excited: -0.0623 microhartree
same from static field: -0.0623 microhartree
Induction, B excited: -0.3903 microhartree
same from static field: -0.3903 microhartree
Dispersion, both excited: -8.7562 microhartree
same from frequency integral: -8.7562 microhartree
Total second order: -9.2088 microhartree
same from curvature: -9.2088 microhartree
Third and higher orders, no exchange: 0.0004 microhartree
Induction total: -0.0123 meV
Dispersion: -0.2383 meV
Second order: -0.2506 meV
Dispersion share: 95.1 percent
Dipole formula, induction A: -0.0667 microhartree
Dipole formula, induction B: -0.2619 microhartree
Dipole formula, dispersion: -9.0012 microhartree
Full/dipole at 1000 bohr, induction A: 0.99887
Full/dipole at 1000 bohr, induction B: 1.00424
Full/dipole at 1000 bohr, dispersion: 0.99956
Joint basis, R=12 bohr, full CI interaction: -20.7848 microhartree
  first order: -17.7024 microhartree
  second order: -3.0831 microhartree
  remainder (exchange, higher orders): 0.0006 microhartree
Joint basis, R=10 bohr, full CI interaction: -41.1830 microhartree
  first order: -32.0622 microhartree
  second order: -9.2404 microhartree
  remainder (exchange, higher orders): 0.1197 microhartree
Joint basis, R=6 bohr, full CI interaction: -162.6483 microhartree
  first order: -246.1558 microhartree
  second order: -255.1841 microhartree
  remainder (exchange, higher orders): 338.6915 microhartree
success
```
